# Ionisation coefficients from electron and hole multiplication in a uniform avalanche region

## Question

I have an exercise on a silicon-like avalanche region, 1 µm wide, with a uniform field. When only electrons are injected at one edge, the current is multiplied by 4. When only holes are injected at the opposite edge, at the same bias, it is multiplied by 2. I have to find the ionisation coefficients \(\alpha\) (electrons) and \(\beta\) (holes).

I reasoned that each ionising electron adds one more electron, so the number grows as \(dN/dx=\alpha N\) and the multiplication is \(e^{\alpha W}\). That gives \(\alpha=\ln 4/W=13863\ \mathrm{cm^{-1}}\), and in the same way \(\beta=\ln 2/W=6931\ \mathrm{cm^{-1}}\). The answer sheet says about 10400 and 3470 per centimetre. My \(\beta\) is too large by a factor of two, and my \(\alpha\) by a third. What is wrong with the exponential growth, and how do I get the right pair? I would also like to know how far such numbers can be trusted in a real device.

## Answer

Your growth law counts the electrons made by electrons. Each ionisation also makes a hole, which drifts back through the region and can ionise there, and the electrons it releases drift forward again. Both coefficients therefore enter both multiplications, and the two measurements have to be solved together.

**Setting up the count**

Let the region be \(0<x<W\). Electrons drift towards \(+x\) and are injected at \(x=0\); holes drift towards \(-x\) and are injected at \(x=W\). The coefficient \(\alpha\) is the mean number of pairs made by one electron per unit path, and \(\beta\) is the same for one hole. I assume that:

- the field is uniform and the coefficients depend on the local field alone, so a carrier has no memory of where it was created or last ionised;
- carriers are not lost by recombination or trapping, and their own charge does not alter the field;
- the region is below breakdown, so that mean gains are finite and a steady state exists.

Define \(M(x)\) as the mean total number of pairs that descend from one pair born at \(x\), counting that pair itself. Its electron travels from \(x\) to \(W\). In a short interval \(dx'\) it makes \(\alpha\,dx'\) new pairs on average, and each of these has \(M(x')\) pairs in its own family. The hole does the same between \(x\) and 0, with coefficient \(\beta\). Hence

\[
M(x)=1+\alpha\int_x^W M(x')\,dx'+\beta\int_0^x M(x')\,dx' .
\]

This family size is also the current gain. The electron of a pair born at \(x\) moves a distance \(W-x\) and its hole moves \(x\). Together they carry one elementary charge across the full width, so each pair delivers one elementary charge to the external circuit.

An electron injected at \(x=0\) crosses the whole region, delivers one charge itself, and starts families along the way. Its gain is

\[
M_n=1+\alpha\int_0^W M\,dx=M(0).
\]

A hole injected at \(x=W\) also crosses the whole region, so

\[
M_p=1+\beta\int_0^W M\,dx=M(W).
\]

**First relation: the ratio**

The same integral appears in both gains. Subtract 1 from each and divide:

\[
\frac{\beta}{\alpha}=\frac{M_p-1}{M_n-1}.
\]

The two kinds of injected carrier cross the same region, and a new pair at a given place has the same mean family whichever carrier made it. The excess gains therefore differ only through the rates at which the injected carriers ionise.

**Second relation: the difference**

Differentiate the equation for \(M(x)\). The first integral has \(x\) as its lower limit and contributes \(-\alpha M(x)\); the second has it as its upper limit and contributes \(+\beta M(x)\):

\[
\frac{dM}{dx}=-(\alpha-\beta)M
\quad\Rightarrow\quad
M(x)=M_n e^{-(\alpha-\beta)x}.
\]

Setting \(x=W\), where \(M=M_p\), and taking the logarithm gives

\[
\alpha-\beta=\frac1W\ln\frac{M_n}{M_p}.
\]

So a logarithm does belong in the answer, but it gives the difference of the coefficients.

**Solving for both coefficients**

Insert the ratio into the difference:

\[
\alpha-\beta
=\alpha\left(1-\frac{M_p-1}{M_n-1}\right)
=\alpha\,\frac{M_n-M_p}{M_n-1}.
\]

Equate this to the logarithmic expression and solve for \(\alpha\); then multiply by the ratio to get \(\beta\):

\[
\alpha=\frac1W\,\frac{M_n-1}{M_n-M_p}\ln\frac{M_n}{M_p},
\qquad
\beta=\frac1W\,\frac{M_p-1}{M_n-M_p}\ln\frac{M_n}{M_p}.
\]

Both are positive for unequal gains above 1. If \(M_p>M_n\), the logarithm and the denominator change sign together.

For your numbers, \(\ln(4/2)=0.69315\), and

\[
\alpha=\frac{3}{2}\times\frac{0.69315}{1\ \mu\mathrm m}
=1.0397\ \mu\mathrm m^{-1}\approx10400\ \mathrm{cm^{-1}},
\]

\[
\beta=\frac{1}{2}\times\frac{0.69315}{1\ \mu\mathrm m}
=0.3466\ \mu\mathrm m^{-1}\approx3470\ \mathrm{cm^{-1}}.
\]

An electron travels 0.96 µm on average between ionisations and a hole 2.9 µm. An injected electron thus makes about one pair directly during its crossing. The rest of the gain of 4 comes from the families of those pairs.

**Checking by the forward calculation**

Let \(J_n\) and \(J_p\) be the magnitudes of the electron and hole current densities. Electron current builds up towards \(+x\), hole current towards \(-x\), so

\[
\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,
\qquad
\frac{dJ_p}{dx}=-(\alpha J_n+\beta J_p).
\]

Integrating these numerically with the recovered coefficients, with no holes entering at \(W\) in one case and no electrons entering at 0 in the other, returns gains of 4.000000 and 2.000000.

A simulation of individual ionisation events, with 200,000 starting carriers for each case, gives \(4.014\pm0.011\) and \(2.002\pm0.006\), where the uncertainties are standard errors. For a pair born at the centre, the formula for \(M(x)\) predicts \(4e^{-0.69315/2}=2.828\); the simulation gives \(2.828\pm0.008\).

**What your exponential formula assumes**

Let \(M_p\to1\) in the result. Then \(\beta\to0\) and \(\alpha\to\ln M_n/W\), which is your formula. It describes electrons multiplying in a region where holes do not ionise. Your second formula needs the opposite condition, so the two cannot both be used here.

To see what your pair of coefficients would do, we need the gain as a function of \(\alpha\) and \(\beta\). Write \(\delta=\alpha-\beta\) and insert the exponential \(M(x)\) into the expression for \(M_n\):

\[
M_n-1=\alpha M_n\int_0^W e^{-\delta x}dx
=\alpha M_n\frac{1-e^{-\delta W}}{\delta}.
\]

Divide by \(M_n\) and rearrange:

\[
\frac1{M_n}
=1-\frac{\alpha(1-e^{-\delta W})}{\delta}
=\frac{\alpha e^{-\delta W}-\beta}{\delta}.
\]

Your values are \(\alpha W=\ln4=2\ln2\) and \(\beta W=\ln2\), so \(\delta W=\ln2\) and \(e^{-\delta W}=1/2\). The numerator is then proportional to \(\tfrac12(2\ln2)-\ln2=0\). Your coefficients put the region at breakdown, with an infinite gain instead of 4. Landing exactly on breakdown is a coincidence: for unequal gains it happens only if \(\ln M_n/M_n=\ln M_p/M_p\), as it does for 4 and 2. It still shows how much the feedback matters.

**Breakdown and the equal-gain case**

The same expression gives the breakdown width. At fixed coefficients, and hence fixed field, \(1/M_n\) starts at 1 for zero width and falls steadily, because its derivative with respect to \(W\) is \(-\alpha e^{-\delta W}\). It reaches zero at

\[
W_B=\frac{\ln(\alpha/\beta)}{\alpha-\beta}.
\]

With the correct coefficients this is \(\ln3/(0.69315\ \mu\mathrm m^{-1})=1.585\ \mu\mathrm m\), so your 1 µm region is below it. This margin in width holds at fixed field. The margin in bias is much smaller, because both coefficients rise steeply with field: with the rough field dependence used in the non-uniform example below, the 1 µm region would break down at about 10% more bias.

That the recovered coefficients lie below breakdown is not special to your data. For \(M_n>M_p\), being below breakdown requires \(\beta/\alpha<e^{-\delta W}=M_p/M_n\). By the ratio relation this means

\[
\frac{M_p-1}{M_n-1}<\frac{M_p}{M_n}.
\]

Multiplying out gives \(M_nM_p-M_n<M_nM_p-M_p\), or \(M_p<M_n\), which is the case assumed. Exchanging the carriers covers the opposite case.

If the two gains are equal, the formulas become 0/0. As \(M_n\to M_p=M\), the quotient \(\ln(M_n/M_p)/(M_n-M_p)\) tends to \(1/M\), and therefore

\[
\alpha=\beta=\frac1W\left(1-\frac1M\right).
\]

The original equation agrees: with \(\alpha=\beta\), \(M(x)\) is constant and \(M=1+\alpha WM\).

**How errors in the gains propagate**

Take the logarithms of the formulas for \(\alpha\) and \(\beta\) and differentiate them with respect to \(\ln M_n\) and \(\ln M_p\). With \(L=\ln(M_n/M_p)\), small relative changes obey

\[
\frac{d\alpha}{\alpha}=
\left(\frac{M_n}{M_n-1}-\frac{M_n}{M_n-M_p}+\frac1L\right)\frac{dM_n}{M_n}
+\left(\frac{M_p}{M_n-M_p}-\frac1L\right)\frac{dM_p}{M_p},
\]

\[
\frac{d\beta}{\beta}=
\left(-\frac{M_n}{M_n-M_p}+\frac1L\right)\frac{dM_n}{M_n}
+\left(\frac{M_p}{M_p-1}+\frac{M_p}{M_n-M_p}-\frac1L\right)\frac{dM_p}{M_p}.
\]

For gains of 4 and 2 the four brackets are \(0.78\) and \(-0.44\) for \(\alpha\), and \(-0.56\) and \(1.56\) for \(\beta\). The hole coefficient is the more delicate one, because it depends on the small excess \(M_p-1\).

Impure injection shows this. Suppose that 5% of the primary carriers in each measurement are of the other kind, entering at their own edge. The measured gains become

\[
0.95\times4+0.05\times2=3.90,\qquad
0.95\times2+0.05\times4=2.10.
\]

Treating these as pure gains yields 9973 and 3783 per centimetre. Relative to the correct values, \(\alpha\) is 4.1% low and \(\beta\) is 9.2% high. The brackets give the same shifts: \(M_n\) has changed by −2.5% and \(M_p\) by +5%.

**If the field is not uniform**

Let \(\alpha\) and \(\beta\) vary with position. They then stay inside the integrals, and the differential equation becomes \(M'=-[\alpha(x)-\beta(x)]M\). Integration gives

\[
\ln\frac{M_n}{M_p}=\int_0^W[\alpha(x)-\beta(x)]\,dx .
\]

The mean difference is still recovered exactly within the local model. The ratio becomes

\[
\frac{M_p-1}{M_n-1}=\frac{\int_0^W\beta M\,dx}{\int_0^W\alpha M\,dx},
\]

which equals \(\beta/\alpha\) if that ratio is the same everywhere, and is otherwise an average of it weighted by \(\alpha M\).

As an example, take a mean field of 0.30 MV/cm, or 30 V across the region, and let a background doping of \(10^{15}\ \mathrm{cm^{-3}}\) tilt it by 0.0155 MV/cm from edge to edge. Let the coefficients vary with field \(F\) as \(\exp(-b/F)\), with rough silicon-like values \(b=1.2\) MV/cm for electrons and 2.0 MV/cm for holes, scaled to your coefficients at 0.30 MV/cm. With the high field at \(x=0\), the uniform-field formulas overestimate the spatial mean of \(\alpha\) by 0.39% and that of \(\beta\) by 1.18%. With the tilt reversed, they underestimate them by the same percentages.

The sign follows from the weighting. Here \(\beta/\alpha\) is larger where the field is higher, and \(M(x)\) is larger near \(x=0\). High field at \(x=0\) therefore raises the recovered ratio above the ratio of the spatial means. Since the difference is fixed, both recovered coefficients rise.

**Comparison with silicon devices**

At about 0.3 MV/cm, silicon near room temperature has an electron coefficient of roughly \(10^4\ \mathrm{cm^{-1}}\), so your \(\alpha\) is realistic. The hole coefficient there is nearer \(10^3\ \mathrm{cm^{-1}}\), which makes your \(\beta\), and the ratio of one third, rather high. Real devices also break the assumption that carriers have no memory: a new carrier must first gain enough energy to ionise. With a rough threshold of 1.8 eV and no energy loss on the way, this takes a dead space of \(1.8\ \mathrm V/(30\ \mathrm{V/\mu m})=60\) nm. The high-field region near the drain of a short transistor can be only tens of nanometres long, so the local formulas should not be carried over to it.

Even at 1 µm the correction is noticeable. Let every carrier be unable to ionise for 60 nm after injection, creation or an ionisation, and have a constant coefficient after that. To keep the gains at 4 and 2, the coefficients beyond the dead space must be about 12600 and 3850 per centimetre, which are 22% and 11% above the local values. Adding the 60 nm to the mean path does not remove the discrepancy: the inverse mean paths are then about 11700 and 3760 per centimetre, still 13% and 8% above the local values. These percentages depend on the details assumed: a hole dead space of 80 nm raises the 11% to 14%, and injected carriers that arrive already able to ionise lower the 22% to 16%. Your answers are thus effective coefficients for a local model.

Temperature also has to be held steady between the two measurements. In a simple estimate, \(b\) is inversely proportional to a mean free path limited by 63 meV phonons, while the field and the prefactor of \(\exp(-b/F)\) are held fixed. Heating from 300 K to 310 K then lowers \(\alpha\) by 5.6% and \(\beta\) by 9.2%, and the gains fall from 4 and 2 to 3.52 and 1.81. If the prefactor is also taken as inversely proportional to the mean free path, the coefficients fall by 4.3% and 7.9% instead, so these figures show only the rough size of the effect. They lie at or above the top of the range: common empirical fits for silicon give, for the same 10 K at this field, a fall of roughly 2 to 4% in \(\alpha\) and 4 to 8% in \(\beta\).

Two other effects are negligible at these settings. At an output current density of 1 A/cm² and a carrier speed of \(10^7\) cm/s, the mobile charge changes the field across the region by at most 9.7 V/cm, which alters \(\alpha\) by no more than about 0.013%. A rough two-band estimate of tunnelling across the gap gives a current density of order \(10^{-18}\) A/cm². It leaves out the phonons that tunnelling in silicon requires, so only its smallness is meaningful. These estimates use a relative permittivity of 11.7, a gap of 1.12 eV, a tunnelling mass of 0.2 electron masses and a lattice constant of 0.543 nm.

## Computed results

```
Gains Mn, Mp: 4.0, 2.0; width: 1.0 um
ln(Mn/Mp): 0.69315
alpha - beta: 6931.5 /cm; beta/alpha: 0.33333
alpha: 10397.2 /cm = 1.03972 /um
beta: 3465.7 /cm = 0.34657 /um
Mean ionisation path, electron: 0.962 um
Mean ionisation path, hole: 2.885 um
Current equations, Mn, Mp: 4.000000, 2.000000
Simulated Mn: 4.014 +- 0.011
Simulated Mp: 2.002 +- 0.006
Mid-region pair gain, formula: 2.828
Mid-region pair gain, simulated: 2.828 +- 0.008
Breakdown width at these coefficients: 1.585 um
No-feedback alpha, beta: 13863, 6931 /cm
Size of 1/Mn they imply: 1.4e-13
Field: 0.30 MV/cm; voltage: 30 V
Threshold: 1.8 eV; dead space: 60 nm
Past-threshold alpha: 12639 /cm
Past-threshold beta: 3845 /cm
Inverse mean path with dead space, electron: 11748 /cm
Inverse mean path with dead space, hole: 3758 /cm
Activation fields, electron, hole: 1.2, 2.0 MV/cm
Doping: 1e+15 /cm3; relative permittivity: 11.7
Field change across region: 0.0155 MV/cm
High field at x=W, recovered minus mean alpha: -0.39 %
High field at x=W, recovered minus mean beta: -1.18 %
High field at x=0, recovered minus mean alpha: +0.39 %
High field at x=0, recovered minus mean beta: +1.18 %
Impure injection: 5 %
Impure gains Mn, Mp: 3.90, 2.10
Impure alpha: 9973 /cm (-4.1 %)
Impure beta: 3783 /cm (+9.2 %)
Temperature: 300 K; rise: 10 K
Phonon energy: 63 meV
Change of alpha on heating: -5.6 %
Change of beta on heating: -9.2 %
Heated Mn, Mp: 3.52, 1.81
Current density: 1.0 A/cm2; speed: 1e+07 cm/s
Space-charge field bound: 9.7 V/cm
Resulting alpha change bound: 0.013 %
Gap: 1.12 eV; tunnelling mass: 0.2 m_e
Lattice constant: 0.543 nm
Tunnelling exponent: 71.1
Tunnelling current estimate: 1.7e-18 A/cm2
```
